**Force balance of a charged slab and plate in a periodic cell**

For a slab of charge \(\sigma\) per area facing a plate of charge \(-\sigma\), the ionic forces per area sum to \(-2\pi\sigma^2+f_b\), where \(f_b\) is the force of the fixed barrier on the electrons and negative forces point to the plate. The periodic potential is corrected by \(4\pi mz/L\), with \(m\) the dipole per area of slab plus plate and \(L\) the cell length. The program solves a model slab of Gaussian ion sheets with exchange-only Kohn–Sham electrons. It asserts that the corrected potential agrees with direct open-boundary integration, that energy and force do not depend on the cell length, and that the force does not depend on the plate position. It also asserts the force sum rule for both signs of doping, its modified form without the dipole correction, and the agreement of forces with finite differences of self-consistent energies. For hole doping of 0.001 e/bohr² the output shows a force sum of −6.283 × 10⁻⁶ Ha/bohr³, which drops in magnitude to 2.51 × 10⁻⁶ Ha/bohr³ without the correction. For electron doping, removing the barrier from the converged potential exposes a gate-side state 0.066 Ha below the Fermi level.

## Numerical check

```python
"""Charged slab facing a charged plate in a periodic cell.

Result under test (Hartree atomic units, all quantities per area):
    sum of ionic forces = -2*pi*sigma**2 + barrier_force
when the periodic potential is corrected by 4*pi*m*z/L.
sigma: net slab charge; -sigma: plate charge; m: dipole of slab plus plate;
L: cell length; barrier_force: force of the fixed barrier on the electrons.
Negative forces point towards the plate. The slab consists of Gaussian ion
sheets and Kohn-Sham electrons (exchange-only LDA), free in the plane.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.signal import resample
from scipy.special import erfc

PI = np.pi
STEP = 0.4
SHEET_CHARGE = 0.04
ION_WIDTH = 1.0
BARRIER_HEIGHT = 1.0
BARRIER_WIDTH = 1.0
SHEETS = np.array([26.0, 30.0, 34.0])
LENGTH = 64.0
PLATE = 8.0


def gaussian(z, center, width):
    return np.exp(-0.5*((z-center)/width)**2)/(width*np.sqrt(2*PI))


def fill_subbands(levels, electrons):
    """Fermi level and subband fillings; 2D density of states is 1/pi."""
    for count in range(1, len(levels)):
        fermi = (PI*electrons + levels[:count].sum())/count
        if fermi <= levels[count]:
            break
    else:
        raise RuntimeError("too few subbands")
    return fermi, np.maximum(fermi-levels, 0)/PI


def solve(sigma, barrier_edge, sheets=SHEETS, plate=PLATE, length=LENGTH,
          dipole_on=True, start=None):
    """Self-consistent slab; returns energy, forces, potentials, density."""
    size = int(round(length/STEP))
    z = STEP*np.arange(size)
    k = 2*PI*np.fft.fftfreq(size, STEP)
    kinetic = np.fft.ifft(0.5*k[:, None]**2*np.fft.fft(np.eye(size), axis=0),
                          axis=0).real
    kinetic = 0.5*(kinetic+kinetic.T)
    coulomb = np.zeros(size)
    coulomb[1:] = 4*PI/k[1:]**2
    ions = [SHEET_CHARGE*gaussian(z, c, ION_WIDTH) for c in sheets]
    ion_density = sum(ions)
    electrons = SHEET_CHARGE*len(sheets)-sigma
    distance = z-plate
    phi_plate = -sigma*(-2*PI*abs(distance)+2*PI*distance**2/length
                        + PI*length/3)
    left = (z-barrier_edge)/BARRIER_WIDTH
    right = (length-3-z)/BARRIER_WIDTH
    barrier = 0.5*BARRIER_HEIGHT*(erfc(left)+erfc(right))
    barrier_slope = BARRIER_HEIGHT*(np.exp(-right**2)-np.exp(-left**2))
    barrier_slope /= BARRIER_WIDTH*np.sqrt(PI)

    def fields(density):
        rho = ion_density-density
        phi_slab = np.fft.ifft(coulomb*np.fft.fft(rho)).real
        dipole = STEP*np.sum(z*rho)-sigma*plate
        phi = phi_slab+phi_plate
        if dipole_on:
            phi = phi+4*PI*dipole*z/length
        return rho, phi_slab, dipole, phi

    guess = sum(gaussian(z, c, 2.0) for c in sheets)*electrons/len(sheets)
    weight = np.sqrt(guess)+1e-3
    if start is None:
        potential = -fields(guess)[3]-np.cbrt(3*guess/PI)
    else:
        potential = start.copy()
    old_potentials, old_residuals = [], []
    for _ in range(250):
        total = potential+barrier
        levels, orbitals = eigh(kinetic+np.diag(total),
                                subset_by_index=[0, 13])
        fermi, filling = fill_subbands(levels, electrons)
        density = (orbitals**2) @ filling/STEP
        rho, phi_slab, dipole, phi = fields(density)
        residual = -phi-np.cbrt(3*density/PI)-potential
        error = STEP*np.sum(density*abs(residual))/electrons
        if error < 1e-10:
            break
        # Anderson mixing of the potential
        new_v, new_r = potential.copy(), residual.copy()
        if old_residuals:
            dr = np.array([residual-r for r in old_residuals])
            dv = np.array([potential-v for v in old_potentials])
            c = np.linalg.lstsq((dr*weight).T, residual*weight,
                                rcond=1e-12)[0]
            new_v -= c @ dv
            new_r -= c @ dr
        old_potentials = (old_potentials+[potential])[-9:]
        old_residuals = (old_residuals+[residual])[-9:]
        potential = new_v+0.1*new_r
    assert error < 1e-10, "self-consistency not reached"

    energy = np.sum(levels*filling+0.5*PI*filling**2)
    energy -= STEP*np.sum(density*total)
    energy -= 0.75*np.cbrt(3/PI)*STEP*np.sum(density**(4/3))
    energy += STEP*np.sum(0.5*rho*phi_slab+rho*phi_plate+density*barrier)
    energy += PI*length*sigma**2/6
    if dipole_on:
        energy += 2*PI*dipole**2/length
    forces = np.array([-STEP*np.sum(ion*(z-c)/ION_WIDTH**2*phi)
                       for ion, c in zip(ions, sheets)])
    return SimpleNamespace(
        z=z, energy=energy, forces=forces, net=forces.sum(), phi=phi,
        push=-STEP*np.sum(density*barrier_slope), dipole=dipole, rho=rho,
        fermi=fermi, potential=potential, kinetic=kinetic,
        density=density, ion_density=ion_density)


def field_at(state, position):
    i = int(round(position/STEP))
    return -(state.phi[i+1]-state.phi[i-1])/(2*STEP)


SIGMA = 0.001
pull = 2*PI*SIGMA**2
FAR_EDGE = 10.0

# Hole doping with the barrier far from the electrons
hole = solve(SIGMA, FAR_EDGE)
assert abs(hole.net+pull-hole.push) < 2e-8
assert abs(hole.net+pull) < 0.01*pull

# Corrected periodic potential against direct open-boundary integration;
# the kink of |z-z'| limits the fine-grid quadrature to a few 1e-6.
refine = 20
fine_rho = resample(hole.rho, refine*len(hole.z))
fine_z = STEP/refine*np.arange(len(fine_rho))
direct = -2*PI*STEP/refine*(abs(hole.z[:, None]-fine_z) @ fine_rho)
direct += 2*PI*SIGMA*abs(hole.z-PLATE)
second_moment = STEP*np.sum(hole.z**2*hole.rho)-SIGMA*PLATE**2
phi_error = np.max(abs(hole.phi-2*PI*second_moment/LENGTH-direct))
assert phi_error < 1e-5
gap_field, outer_field = field_at(hole, 13.2), field_at(hole, 52.0)
assert abs(gap_field+4*PI*SIGMA) < 2e-6
assert abs(outer_field) < 2e-6
potential_step = direct[-1]-direct[0]
assert abs(potential_step-4*PI*hole.dipole) < 1e-5

# Independence of cell length and of plate position
long_cell = solve(SIGMA, FAR_EDGE, length=80.0)
assert abs(long_cell.energy-hole.energy) < 1e-8
assert abs(long_cell.net-hole.net) < 5e-9
moved_plate = solve(SIGMA, FAR_EDGE, plate=5.0)
assert abs(moved_plate.net-hole.net) < 5e-9

# Omission of the dipole correction gives a predictable wrong force
bare = solve(SIGMA, FAR_EDGE, dipole_on=False)
bare_prediction = -pull+bare.push+4*PI*bare.dipole*SIGMA/LENGTH
assert abs(bare.net-bare_prediction) < 2e-8
assert abs(bare.net+pull) > 0.2*pull

# Force on one sheet against the energy derivative
delta = 0.005
shift_one = np.array([delta, 0, 0])
plus = solve(SIGMA, FAR_EDGE, SHEETS+shift_one, start=hole.potential)
minus = solve(SIGMA, FAR_EDGE, SHEETS-shift_one, start=hole.potential)
sheet_fd = -(plus.energy-minus.energy)/(2*delta)
assert abs(sheet_fd-hole.forces[0]) < 5e-7

# Direct plate force on bare ions and on electrons, from the plate potential
plate_field = -np.gradient(2*PI*SIGMA*abs(hole.z-PLATE), STEP)
on_ions = STEP*np.sum(hole.ion_density*plate_field)
on_electrons = -STEP*np.sum(hole.density*plate_field)
assert abs(on_ions+on_electrons+pull) < 1e-9


# Barrier position that holds the rigid slab in balance
def imbalance(edge):
    return np.log(solve(SIGMA, edge, start=hole.potential).push/pull)


balance_edge = brentq(imbalance, 15.0, 22.0, xtol=1e-5)
balanced = solve(SIGMA, balance_edge, start=hole.potential)
assert abs(balanced.net) < 2e-8
rise = [solve(SIGMA, balance_edge, SHEETS+d).energy-balanced.energy
        for d in (-0.1, 0.1)]
assert min(rise) > 0

# Electron doping: contact force, energy derivative, and loss of charge
ELECTRON_EDGE = 18.0
electron = solve(-SIGMA, ELECTRON_EDGE)
assert abs(electron.net+pull-electron.push) < 2e-8
delta_all = 0.02
up = solve(-SIGMA, ELECTRON_EDGE, SHEETS+delta_all, start=electron.potential)
down = solve(-SIGMA, ELECTRON_EDGE, SHEETS-delta_all,
             start=electron.potential)
rigid_fd = -(up.energy-down.energy)/(2*delta_all)
assert abs(rigid_fd-electron.net) < 2e-8
levels, orbitals = eigh(electron.kinetic+np.diag(electron.potential),
                        subset_by_index=[0, 19])
gate_weight = np.sum(orbitals[electron.z < ELECTRON_EDGE]**2, axis=0)
gate_states = np.where(gate_weight > 0.5)[0]
assert len(gate_states) > 0
gate_level = levels[gate_states[0]]-electron.fermi
assert gate_level < 0


def work_function(state):
    return -state.phi[int(round(52.0/STEP))]-state.fermi


bohr_cm = 100*physical_constants["Bohr radius"][0]
hartree = physical_constants["Hartree energy"][0]
to_gpa = hartree/(bohr_cm/100)**3/1e9
P = "Ha/bohr^3"
print("Cell length, long cell:", LENGTH, 80.0, "bohr")
print("Grid step:", STEP, "bohr")
print("Ion sheet positions:", SHEETS, "bohr")
print("Ion sheet charge:", SHEET_CHARGE, "e/bohr^2")
print("Ion Gaussian width:", ION_WIDTH, "bohr")
print("Plate position, moved plate:", PLATE, 5.0, "bohr")
print("Barrier height:", BARRIER_HEIGHT, "Ha")
print("Barrier step width:", BARRIER_WIDTH, "bohr")
print("Doping magnitude:", SIGMA, "e/bohr^2")
print(f"Doping magnitude: {SIGMA/bohr_cm**2:.3e} e/cm^2")
print(f"2 pi sigma^2: {pull:.5e} {P}")
print(f"2 pi sigma^2: {pull*to_gpa:.4f} GPa")
print("HOLE DOPING, barrier edge:", FAR_EDGE, "bohr")
print(f"Dipole per area m: {hole.dipole:.6f} e/bohr")
print(f"Potential step, direct: {potential_step:.5f} Ha/e")
print(f"Largest potential mismatch: {phi_error:.1e} Ha/e")
print(f"Gap field: {gap_field:.6f} Ha/(e bohr)")
print(f"Outer vacuum field: {outer_field:.1e} Ha/(e bohr)")
print(f"Work function, outer side: {work_function(hole):.4f} Ha")
for i, force in enumerate(hole.forces, 1):
    print(f"Force on sheet {i}: {force:.6e} {P}")
print(f"Sheet 1 force, energy difference: {sheet_fd:.6e} {P}")
print(f"Sum of ionic forces: {hole.net:.5e} {P}")
print(f"Barrier force: {hole.push:.2e} {P}")
print(f"Direct plate force on ions: {on_ions:.5e} {P}")
print(f"Direct plate force on electrons: {on_electrons:.5e} {P}")
print(f"Energy change in long cell: "
      f"{long_cell.energy-hole.energy:.1e} Ha/bohr^2")
print(f"Force sum in long cell: {long_cell.net:.5e} {P}")
print(f"Force sum with moved plate: {moved_plate.net:.5e} {P}")
print(f"Dipole m without correction: {bare.dipole:.6f} e/bohr")
print(f"Force sum without correction: {bare.net:.5e} {P}")
print(f"Predicted without correction: {bare_prediction:.5e} {P}")
print(f"Balance barrier edge: {balance_edge:.3f} bohr")
print(f"Barrier force at balance: {balanced.push:.5e} {P}")
print(f"Ionic force sum at balance: {balanced.net:.1e} {P}")
print(f"Energy rise, slab 0.1 bohr to plate: {rise[0]:.2e} Ha/bohr^2")
print(f"Energy rise, slab 0.1 bohr away: {rise[1]:.2e} Ha/bohr^2")
print("ELECTRON DOPING, barrier edge:", ELECTRON_EDGE, "bohr")
print(f"Work function, outer side: {work_function(electron):.4f} Ha")
print(f"Sum of ionic forces: {electron.net:.5e} {P}")
print(f"Barrier force: {electron.push:.5e} {P}")
print(f"Sum rule prediction: {-pull+electron.push:.5e} {P}")
print(f"Force from rigid-shift energies: {rigid_fd:.5e} {P}")
print(f"Gate state minus Fermi level, no barrier: {gate_level:.4f} Ha")
print(f"Gate-side weight of that state: {gate_weight[gate_states[0]]:.3f}")
print("tests ok")
```

Output:

```
Cell length, long cell: 64.0 80.0 bohr
Grid step: 0.4 bohr
Ion sheet positions: [26. 30. 34.] bohr
Ion sheet charge: 0.04 e/bohr^2
Ion Gaussian width: 1.0 bohr
Plate position, moved plate: 8.0 5.0 bohr
Barrier height: 1.0 Ha
Barrier step width: 1.0 bohr
Doping magnitude: 0.001 e/bohr^2
Doping magnitude: 3.571e+13 e/cm^2
2 pi sigma^2: 6.28319e-06 Ha/bohr^3
2 pi sigma^2: 0.1849 GPa
HOLE DOPING, barrier edge: 10.0 bohr
Dipole per area m: 0.015029 e/bohr
Potential step, direct: 0.18887 Ha/e
Largest potential mismatch: 2.3e-06 Ha/e
Gap field: -0.012566 Ha/(e bohr)
Outer vacuum field: 2.5e-09 Ha/(e bohr)
Work function, outer side: 0.1028 Ha
Force on sheet 1: -1.655048e-04 Ha/bohr^3
Force on sheet 2: -1.191385e-06 Ha/bohr^3
Force on sheet 3: 1.604130e-04 Ha/bohr^3
Sheet 1 force, energy difference: -1.655058e-04 Ha/bohr^3
Sum of ionic forces: -6.28316e-06 Ha/bohr^3
Barrier force: 2.80e-11 Ha/bohr^3
Direct plate force on ions: -7.53982e-04 Ha/bohr^3
Direct plate force on electrons: 7.47699e-04 Ha/bohr^3
Energy change in long cell: -5.8e-15 Ha/bohr^2
Force sum in long cell: -6.28316e-06 Ha/bohr^3
Force sum with moved plate: -6.28316e-06 Ha/bohr^3
Dipole m without correction: 0.019221 e/bohr
Force sum without correction: -2.50906e-06 Ha/bohr^3
Predicted without correction: -2.50906e-06 Ha/bohr^3
Balance barrier edge: 18.703 bohr
Barrier force at balance: 6.28319e-06 Ha/bohr^3
Ionic force sum at balance: 6.8e-14 Ha/bohr^3
Energy rise, slab 0.1 bohr to plate: 4.12e-08 Ha/bohr^2
Energy rise, slab 0.1 bohr away: 3.80e-08 Ha/bohr^2
ELECTRON DOPING, barrier edge: 18.0 bohr
Work function, outer side: 0.1022 Ha
Sum of ionic forces: 2.80427e-06 Ha/bohr^3
Barrier force: 9.08745e-06 Ha/bohr^3
Sum rule prediction: 2.80426e-06 Ha/bohr^3
Force from rigid-shift energies: 2.80476e-06 Ha/bohr^3
Gate state minus Fermi level, no barrier: -0.0659 Ha
Gate-side weight of that state: 0.987
tests ok
```
